# Why inverse susceptibility doubles its slope below a second-order ferroelectric transition

## Result

Let $\chi$ be the zero-field relative susceptibility of a uniaxial proper ferroelectric, one whose order parameter is the polarization $P$ itself, with a second-order transition at $T_c$. In mean-field theory the one-sided slopes of its inverse at the transition are

$$\left.\frac{d\chi^{-1}}{dT}\right|_{T_c^+}=\varepsilon_0\alpha,\qquad \left.\frac{d\chi^{-1}}{dT}\right|_{T_c^-}=-2\varepsilon_0\alpha ,$$

where $\alpha>0$ is the rate at which the coefficient of $P$ in the equation of state grows with temperature. The magnitudes stand in the ratio two. In an improper ferroelectric, where $P$ is induced by another order parameter, $\chi^{-1}$ stays finite at $T_c$ and the law does not apply. The statement concerns the isothermal response of a single domain, with the same mechanical condition (here constant stress) during cooling and during measurement. In general it is a limit at $T_c$. In the simplest Landau model it holds over a finite temperature range, and that model comes first.

## 1. The quartic model

Let $P$ be the polarization along the polar axis and $E$ the macroscopic field inside the material. Take the free energy per volume, measured from the nonpolar state, as

$$G=\tfrac12 aP^2+\tfrac14 bP^4-EP,\qquad a=\alpha(T-T_c),\quad b>0 .$$

Odd powers of $P$ are absent at $E=0$ because $P$ and $-P$ are equivalent. Equilibrium requires $\partial G/\partial P=0$, so

$$E=aP+bP^3 .$$

Define the stiffness $\kappa=(\partial E/\partial P)_T$ at $E=0$. Since $\chi=\varepsilon_0^{-1}(\partial P/\partial E)_T$,

$$\chi^{-1}=\varepsilon_0\kappa,\qquad \kappa=a+3bP^2 .$$

The stiffness is also $\partial^2G/\partial P^2$, so a stable state has $\kappa>0$.

**Above $T_c$.** Here $a>0$. At zero field $P(a+bP^2)=0$, and the bracket is positive, so $P=0$. Hence

$$\kappa_+=a=\alpha(T-T_c).$$

**Below $T_c$.** Here $a<0$. The state $P=0$ has $\kappa=a<0$ and is unstable. The other solutions satisfy $a+bP^2=0$, which gives the spontaneous polarization

$$P_s^2=-\frac ab=\frac{\alpha(T_c-T)}{b}.$$

Their energy is

$$G=\tfrac12a\left(-\frac ab\right)+\tfrac14b\,\frac{a^2}{b^2}=-\frac{a^2}{4b}<0,$$

so they are the minima. Inserting $bP_s^2=-a$ in the stiffness,

$$\kappa_-=a+3(-a)=-2a=2\alpha(T_c-T).$$

The slopes of $\kappa$ are therefore $+\alpha$ and $-2\alpha$.

The factor has a simple origin. Below $T_c$ the quadratic term contributes the negative stiffness $-|a|$. Equilibrium makes the restoring force $bP^3$ cancel the destabilizing force $|a|P$. The stiffness depends on the derivative of the force, and the derivative of a cubic force is three times the force divided by $P$. The quartic term thus contributes $+3|a|$, and $3-1=2$.

The coefficient $b$ has dropped out. If $b$ varies with temperature but stays positive, $P_s$ changes, yet $bP_s^2=-a$ still holds and $\kappa_-=-2a$ is unaltered.

### How small must the field be?

On one domain branch put $P=P_s+\delta$. Expanding the equation of state and using $aP_s+bP_s^3=0$,

$$E=(a+3bP_s^2)\delta+3bP_s\delta^2+b\delta^3=2bP_s^2\,\delta+3bP_s\delta^2+b\delta^3 .$$

The quadratic term is small beside the linear one when $|\delta|\ll\tfrac23P_s$, which corresponds to $|E|\ll\tfrac43bP_s^3$. The inequality must be read strictly. The branch itself ends where $a+3bP^2=0$, at $P=P_s/\sqrt3$, which is reached at a reverse field of only $\tfrac{2}{3\sqrt3}bP_s^3\approx0.385\,bP_s^3$. A bias of one tenth of $\tfrac43bP_s^3$ already changes $\partial E/\partial P$ by about 20%. Both field scales vanish at $T_c$. The limit $E\to0$ must therefore be taken at each temperature before $T$ approaches $T_c$.

### Numbers

Take round model parameters: $\alpha=10^6\ \mathrm{V\,m\,C^{-1}\,K^{-1}}$, $T_c=400$ K and $b=10^9\ \mathrm{V\,m^5\,C^{-3}}$. Ten kelvin below the transition,

$$a=10^6\times(-10)=-10^7\ \mathrm{V\,m\,C^{-1}},\qquad P_s=\sqrt{\frac{10^7}{10^9}}=0.100\ \mathrm{C\,m^{-2}} .$$

The stiffness is $-10^7+3\times10^9\times0.01=2\times10^7\ \mathrm{V\,m\,C^{-1}}$, and

$$\chi=\frac{1}{8.854\times10^{-12}\times2\times10^7}\approx5650 .$$

At 410 K the stiffness is $10^7\ \mathrm{V\,m\,C^{-1}}$ and $\chi\approx11\,290$, twice as large. The slopes of $\chi^{-1}$, obtained from the response to small applied fields, are $8.85\times10^{-6}\ \mathrm{K^{-1}}$ at 410 K and $-1.77\times10^{-5}\ \mathrm{K^{-1}}$ at 390 K.

## 2. A sextic term: two becomes a limit

Add $\tfrac16cP^6$ with $c>0$, and write $s=P^2$. The equation of state and the stiffness become

$$E=P(a+bs+cs^2),\qquad \kappa=a+3bs+5cs^2 .$$

Above $T_c$ nothing changes: $s=0$ and $\kappa_+=a$. Below $T_c$ the polar state obeys $cs^2+bs-|a|=0$. The root with $s>0$ is

$$s=\frac{b}{2c}\left(\sqrt{1+4x}-1\right),\qquad x=\frac{c|a|}{b^2}.$$

The dimensionless number $x$ measures the sextic term: with the leading value $s\approx|a|/b$, the ratio $cs^2/(bs)$ is $x$.

To find the stiffness, eliminate $cs^2=|a|-bs$:

$$\kappa_-=-|a|+3bs+5(|a|-bs)=4|a|-2bs .$$

From the definition of $x$, $b^2/c=|a|/x$, so $bs=|a|(\sqrt{1+4x}-1)/(2x)$. At equal distances from $T_c$, where $\kappa_+=|a|$,

$$\frac{\kappa_-}{\kappa_+}=4-\frac{\sqrt{1+4x}-1}{x}.$$

For small $x$, $\sqrt{1+4x}=1+2x-2x^2+\dots$, and the ratio is $2+2x+\dots$. It tends to two at the transition.

The ratio of local slopes is a different quantity. Differentiating $\kappa_-=4|a|-2bs$ with respect to $|a|$ requires

$$b\frac{ds}{d|a|}=\frac{b^2}{2c}\cdot\frac{1}{2\sqrt{1+4x}}\cdot\frac{4c}{b^2}=\frac{1}{\sqrt{1+4x}} .$$

Since $\kappa_+$ has unit slope in $|a|$,

$$\frac{|d\kappa_-/dT|}{d\kappa_+/dT}=4-\frac{2}{\sqrt{1+4x}}=2+4x+\dots$$

To leading order the slope ratio departs from two by twice as much as the ratio of values.

With $c=10^{10}\ \mathrm{V\,m^9\,C^{-5}}$, a distance of 10 K gives $x=10^{10}\times10^7/10^{18}=0.1$. The polarization falls from 0.100 to 0.0957 $\mathrm{C\,m^{-2}}$, and

$$\kappa_-=4\times10^7-2\times10^9\times(0.0957)^2\approx2.17\times10^7\ \mathrm{V\,m\,C^{-1}} .$$

The ratio of values is 2.17 and that of slopes 2.31. At 1 K they are 2.020 and 2.039; at 50 K they are 2.54 and 2.85. In this model a straight line fitted over tens of kelvin below $T_c$ would not give the factor two, although the limiting law holds.

### The limit $b=0$, and negative $b$

At $b=0$, the tricritical case, equilibrium gives $cs^2=|a|$ and

$$\kappa_-=-|a|+5|a|=4|a| .$$

The ratio is four. This agrees with $x\to\infty$ in the formula above, and the computed response also gives 4.000. A continuous onset of $P$ is therefore not enough: the quartic coefficient must be positive.

For $b<0$ the transition is first order. The polar and nonpolar states then have equal energy when

$$\frac a2+\frac{bs}{4}+\frac{cs^2}{6}=0,\qquad a+bs+cs^2=0 .$$

Subtracting twice the first equation from the second gives $\tfrac12bs+\tfrac23cs^2=0$, so $s=-3b/(4c)$. The second equation then gives

$$a=-bs-cs^2=\frac{3b^2}{4c}-\frac{9b^2}{16c}=\frac{3b^2}{16c}.$$

In the polar state $a=-bs-cs^2$ turns $\kappa$ into $2bs+4cs^2$, which equals

$$-\frac{3b^2}{2c}+\frac{9b^2}{4c}=\frac{3b^2}{4c}=4a .$$

The inverse susceptibility is nonzero on both sides and jumps by a factor of four. Its slope in the polar phase follows from $ds/da=-1/(b+2cs)$:

$$\frac{d\kappa}{da}=-\frac{2b+8cs}{b+2cs}=-\frac{-4b}{-b/2}=-8 .$$

Within this model, the magnitudes of the slopes at the transition stand in the ratio two, four and eight in the second-order, tricritical and first-order cases respectively.

## 3. The general mean-field proof

The polynomial can now be dropped. Let

$$G=g(s,T)-EP,\qquad s=P^2,$$

with $g$ smooth in both variables near $s=0$, $T=T_c$. This smoothness is the mean-field assumption. Define $A(s,T)=2\,\partial g/\partial s$. Because $ds/dP=2P$, equilibrium gives

$$E=\frac{\partial g}{\partial s}\,2P=P\,A(s,T).$$

Subscripts $s$ and $T$ on $A$ denote partial derivatives. The assumptions at the transition are

$$A(0,T_c)=0,\qquad A_T(0,T_c)=\alpha>0,\qquad A_s(0,T_c)=b>0 .$$

In addition, $P=0$ is the unique global minimum at $T_c$, with every distant state higher by a finite energy. Close enough to $T_c$ the equilibrium state then stays near $P=0$, and a local analysis suffices.

Differentiate $E=PA$ at fixed $T$:

$$\kappa=A+P\,A_s\,2P=A+2sA_s .$$

**Above $T_c$.** Near the transition $A(0,T)>0$ and $A_s>0$, so $A(s,T)>0$ for all small $s\ge0$. The equation $PA=0$ then leaves $P=0$, and $\kappa_+=A(0,T)$. Its slope at $T_c$ is $\alpha$.

**Below $T_c$.** Now $A(0,T)<0$, so $P=0$ is unstable. A polar state needs $A(s,T)=0$. Since $A_s\ne0$ at the transition, the implicit function theorem gives one smooth solution $s(T)$ with $s(T_c)=0$. Differentiating $A(s(T),T)=0$,

$$A_s\frac{ds}{dT}+A_T=0\quad\Rightarrow\quad \left.\frac{ds}{dT}\right|_{T_c}=-\frac{\alpha}{b}.$$

The slope is negative, so $s>0$ occurs below $T_c$, as a squared polarization requires. On this solution the first term of $\kappa$ vanishes:

$$\kappa_-=2s(T)\,A_s(s(T),T)>0 .$$

The state is stable. Differentiating,

$$\frac{d\kappa_-}{dT}=2\frac{ds}{dT}A_s+2s\frac{dA_s}{dT}.$$

At $T_c$ the second term is zero because $s=0$ and $dA_s/dT$ is finite. The first gives

$$\left.\frac{d\kappa_-}{dT}\right|_{T_c^-}=2\left(-\frac{\alpha}{b}\right)b=-2\alpha .$$

Multiplication by $\varepsilon_0$ proves the stated result. $\blacksquare$

The proof shows what each assumption does. A positive $b$ makes $s$ grow linearly below $T_c$, and it cancels between the growth rate of $s$ and the stiffness per unit $s$. Higher powers of $P$ enter through the term proportional to $s$, which disappears at the transition. If fluctuations make the free energy nonsmooth at $T_c$, the argument no longer applies.

A measured permittivity may include a finite background, $\varepsilon_r=\varepsilon_b+\chi$. Then

$$\frac1{\varepsilon_r}=\frac{\chi^{-1}}{1+\varepsilon_b\chi^{-1}}=\chi^{-1}-\varepsilon_b\chi^{-2}+\dots$$

Since $\chi^{-1}$ vanishes at $T_c$, a constant $\varepsilon_b$ leaves both limiting slopes unchanged.

## 4. A check on a non-polynomial model

Consider $N$ dipoles per volume, each with moment $+\mu$ or $-\mu$ along the axis, in the local field $E+\lambda P$. Their Boltzmann average is

$$P=N\mu\tanh\frac{\mu(E+\lambda P)}{k_BT}.$$

Solving for the field,

$$E=\frac{k_BT}{\mu}\,\mathrm{artanh}\frac{P}{N\mu}-\lambda P .$$

Integration over $P$ supplies the free energy $g$. For small $P$, $\mathrm{artanh}\,y=y+y^3/3+\dots$ gives

$$A(0,T)=\frac{k_BT}{N\mu^2}-\lambda,\qquad b=\frac{k_BT_c}{3N^3\mu^4}>0 .$$

Thus $T_c=\lambda N\mu^2/k_B$ and $\alpha=k_B/(N\mu^2)$. At $T_c$ the inequality $\mathrm{artanh}\,y>y$ for $0<y<1$ makes $E/P>0$ for every nonzero $P$, so $P=0$ is the unique global minimum. All the assumptions hold.

Use $m=P/(N\mu)$, $e=E/(\lambda N\mu)$ and $\tau=T/T_c$. Then

$$e=\tau\,\mathrm{artanh}\,m-m,\qquad \frac{de}{dm}=\frac{\tau}{1-m^2}-1 .$$

Above $T_c$, $m=0$ and $de/dm=\tau-1$. Below, put $\tau=1-t$. Zero field requires $\mathrm{artanh}(m)/m=1/\tau$, or

$$1+\frac{m^2}{3}+\frac{m^4}{5}+\dots=1+t+t^2+\dots$$

At first order $m^2=3t$. Writing $m^2=3t+ut^2$, the second order gives $u/3+9/5=1$, so $u=-12/5$. Therefore

$$\frac{de}{dm}=(1-t)(1+m^2+m^4+\dots)-1=(1-t)(1+3t+6.6t^2+\dots)-1=2t+3.6t^2+\dots$$

The ratio at equal distances is $2+3.6t+\dots$. Direct solution of the self-consistency equation in small fields gives 2.0036 at $t=0.001$ and 2.037 at $t=0.01$, in accord with this expansion. At $t=0.1$ it gives 2.43, where the two-term expression, 2.36, is no longer accurate.

## 5. Why the response must be isothermal

If the field changes too quickly for heat to leave the sample, entropy is fixed instead of temperature. Let $C_P$ be the heat capacity per volume at fixed polarization. With $S=-(\partial g/\partial T)_P$ and $E=(\partial g/\partial P)_T$, equality of the mixed derivatives gives

$$\left(\frac{\partial S}{\partial P}\right)_T=-\left(\frac{\partial E}{\partial T}\right)_P .$$

Constant entropy means

$$0=\frac{C_P}{T}dT-\left(\frac{\partial E}{\partial T}\right)_PdP\quad\Rightarrow\quad \left(\frac{\partial T}{\partial P}\right)_S=\frac{T}{C_P}\left(\frac{\partial E}{\partial T}\right)_P .$$

The adiabatic stiffness follows from the total change of $E(P,T)$:

$$\kappa_S=\kappa_T+\left(\frac{\partial E}{\partial T}\right)_P\left(\frac{\partial T}{\partial P}\right)_S=\kappa_T+\frac{T}{C_P}\left(\frac{\partial E}{\partial T}\right)_P^2 .$$

For temperature-independent $b$ and $c$, $(\partial E/\partial T)_P=\alpha P$. Above $T_c$ the correction vanishes with $P$. Just below, $P^2\approx\alpha(T_c-T)/b$, so the correction is linear in $T_c-T$, like $\kappa_T$ itself. The limiting ratio is

$$\frac{\kappa_{S,-}}{\kappa_+}\to2+\frac{T_c\alpha^2}{bC_P}.$$

Physically, increasing $P$ lowers the dipolar entropy. At fixed total entropy the material warms, and warming favours a smaller $P$, so the response is stiffer.

For $C_P=3\times10^6\ \mathrm{J\,m^{-3}\,K^{-1}}$ the added term is

$$\frac{400\times10^{12}}{10^9\times3\times10^6}=0.133 ,$$

and the limit is 2.133. The sextic model at 0.1 K from $T_c$ gives 2.135. At that distance the isothermal ratio is 2.002, which exceeds its limit by 0.0020, while the added term is about 0.0002 below its own limit.

## 6. Strain and domains

The mechanical condition matters for a similar reason. Add to the quartic energy, with coefficient $b_0$, a strain $\eta$ through $-q\eta P^2+\tfrac12K\eta^2$, where $K>0$ is an elastic stiffness. At zero stress $\eta=qP^2/K$. Substitution adds $-q^2P^4/(2K)$, so $b=b_0-2q^2/K$, and the theorem holds with this $b$ if it is positive.

Suppose instead that the crystal cools at zero stress but is probed too fast for its strain to follow. The second derivative at fixed $\eta$ is

$$a+3b_0P_s^2-2q\eta=a+3bP_s^2+\frac{4q^2}{K}P_s^2 .$$

With $P_s^2=|a|/b$ the ratio becomes $2+4q^2/(Kb)$. If the strain is held fixed during both cooling and probing, $\eta$ merely shifts $a$ by a constant. The factor two then returns, provided $b_0>0$.

Domains of opposite polarization have the same $\kappa$, because $\kappa$ depends on $P^2$. Without strain coupling ($q=0$), a mixture of them with immobile walls in a common field has the single-domain susceptibility. With $q\ne0$ this fails when the domains must share the strain $\eta$. A field increases $P^2$ in one domain and decreases it in the other, so the strains they call for oppose each other. For equal volumes the average of $P^2$ does not change at first order in $E$, so $\eta$ stays fixed, and the ratio takes the clamped value $2+4q^2/(Kb)$ even for slow probing at zero stress. Walls that move with the field add to the change of average polarization, and the measured inverse susceptibility below $T_c$ is lowered.

To test the factor two, the slopes should be compared as limits at $T_c$, from isothermal small-signal data on a single domain, with the same mechanical condition during cooling and probing. In a real crystal the limit has to be extrapolated from outside any range near $T_c$ where fluctuations or inhomogeneity spoil the mean-field form. Adiabatic data on both sides of $T_c$ would not give the factor two, as Section 5 shows. The numerical output below shows how the ratio of stiffnesses approaches two in the sextic and dipole models.

## Calculated quantities

```
alpha = 1.000e+06 V m/(C K)
Tc = 400.0 K
b = 1.000e+09 V m^5/C^3
c in sextic model = 1.000e+10 V m^9/C^5
heat capacity at fixed P = 3.000e+06 J/(m^3 K)
eps0 = 8.854188e-12 F/m
Curie constant 1/(eps0 alpha) = 1.12941e+05 K
Quartic model (c = 0):
 T = 390 K: P = 0.10000 C/m^2, kappa = 2.00000e+07 V m/C, chi = 5647.0
 T = 399 K: P = 0.03162 C/m^2, kappa = 2.00000e+06 V m/C, chi = 56470.5
 T = 401 K: P = 0.00000 C/m^2, kappa = 1.00000e+06 V m/C, chi = 112940.9
 T = 410 K: P = 0.00000 C/m^2, kappa = 1.00000e+07 V m/C, chi = 11294.1
 slope of 1/chi at 390 K = -1.77084e-05 1/K
 slope of 1/chi at 410 K = 8.85419e-06 1/K
Sextic model, ratios below/above at equal distance from Tc:
 distance = 0.001 K: x = 0.00001, kappa ratio = 2.00002
 distance = 0.1 K: x = 0.00100, kappa ratio = 2.00200
 distance = 1 K: x = 0.01000, kappa ratio = 2.01961, slope ratio = 2.0388
 distance = 10 K: x = 0.10000, kappa ratio = 2.16784, slope ratio = 2.3097
 distance = 50 K: x = 0.50000, kappa ratio = 2.53590, slope ratio = 2.8453
 P at 390 K = 0.09571 C/m^2
 kappa at 390 K = 2.16784e+07 V m/C
Tricritical kappa ratio (b = 0) = 4.00000
Adiabatic kappa ratio, 0.1 K from Tc = 2.13516
Adiabatic ratio, limit formula at Tc = 2.13333
Two-state dipole model, kappa ratio below/above:
 |T-Tc|/Tc = 0.1: ratio = 2.43225
 |T-Tc|/Tc = 0.01: ratio = 2.03662
 |T-Tc|/Tc = 0.001: ratio = 2.00361
```
